**Quantum-jump sampling of a damped Jaynes–Cummings model**

The program tests that waiting-time trajectories average to the Lindblad density matrix $\rho$, with mean-square Frobenius error $(1-\operatorname{Tr}\rho^2)/M$ for $M$ independent runs. The emitter–cavity coupling is $g$, the photon loss rate is $\kappa$, and the emission rate into other modes is $\gamma$. The program asserts that the integrated sum over jump records agrees with a separately built Lindblad propagator, and that the survival probability falls at the total jump rate. It also asserts agreement, within stated statistical tolerances, for jump counts, the mean and variance of the excited population, and batch errors. Further assertions compare the cavity-emission formula with time integrals and trajectories, and the state after silence with the fraction of runs that never jump. The output shows a convergence slope of $-0.509$ for batches of 8 to 512 trajectories. For an emitter initially excited in an empty cavity, the cavity-emission probability is 0.769, compared with 0.800 from the bad-cavity estimate.

## Program and output

```python
"""Quantum-jump waiting-time sampling of a damped Jaynes-Cummings model.

Result under test: trajectory projectors average to the Lindblad density matrix
rho, and E||rho_M-rho||_F^2 = (1-Tr rho^2)/M for M independent trajectories.
H = g(a^dag s_minus + a s_plus), hbar = 1, in the resonant rotating frame.
Jump operators: sqrt(kappa)*a (cavity) and sqrt(gamma)*s_minus (free space).
H_eff = H - i/2 sum L^dag L. Rates are in 1/ps and times in ps.
Basis: |g,0>, |g,1>, |g,2>, |e,0>, |e,1>, |e,2>.
"""
import numpy as np
from scipy.linalg import expm
from scipy.integrate import quad
from scipy.optimize import brentq

g, kappa, gamma = 1.0, 5.0, 0.2
t_end = 0.3
a = np.kron(np.eye(2), np.diag(np.sqrt([1.0, 2.0]), 1))
s_minus = np.kron(np.array([[0.0, 1.0], [0.0, 0.0]]), np.eye(3))
H = g * (a.T @ s_minus + s_minus.T @ a)
jumps = [np.sqrt(kappa) * a, np.sqrt(gamma) * s_minus]
rate_operator = sum(L.conj().T @ L for L in jumps)
H_eff = H - 0.5j * rate_operator
eigenvalues, right = np.linalg.eig(H_eff)
right_inverse = np.linalg.inv(right)

psi0 = np.zeros(6, complex)
psi0[[0, 4]] = 1 / np.sqrt(2)
rho0 = np.outer(psi0, psi0.conj())


def norm2(states):
    return np.sum(np.abs(states)**2, axis=-1)


def propagate(states, times):
    """Unnormalised no-jump evolution of many states, one time for each."""
    coefficients = states @ right_inverse.T
    phases = np.exp(-1j * times[:, None] * eigenvalues)
    return (coefficients * phases) @ right.T


def find_waits(states, thresholds, upper):
    """Bisection for the times at which squared norms reach thresholds."""
    low, high = np.zeros(len(states)), upper.copy()
    for _ in range(48):
        middle = 0.5 * (low + high)
        above = norm2(propagate(states, middle)) > thresholds
        low = np.where(above, middle, low)
        high = np.where(above, high, middle)
    return 0.5 * (low + high)


def sample(initial, horizon, count, rng):
    """Return final states, jump counts by channel, and first jump times."""
    states = np.tile(initial.astype(complex), (count, 1))
    clock = np.zeros(count)
    counts = np.zeros((count, 2), int)
    first = np.full(count, np.inf)
    active = np.arange(count)
    while active.size:
        u = rng.random(active.size)
        start, left = states[active], horizon - clock[active]
        final = propagate(start, left)
        survival = norm2(final)
        quiet = survival >= u
        states[active[quiet]] = (
            final[quiet] / np.sqrt(survival[quiet])[:, None])
        active = active[~quiet]
        if not active.size:
            break
        start = start[~quiet]
        waits = find_waits(start, u[~quiet], left[~quiet])
        before = propagate(start, waits)
        branches = np.stack([before @ L.T for L in jumps])
        weights = norm2(branches)
        draw = rng.random(active.size) * weights.sum(axis=0)
        channel = (draw >= weights[0]).astype(int)
        after = branches[channel, np.arange(active.size)]
        states[active] = after / np.sqrt(norm2(after))[:, None]
        clock[active] += waits
        new = np.isinf(first[active])
        first[active[new]] = clock[active[new]]
        counts[active, channel] += 1
    return states, counts, first


# Direct Lindblad solution, with row-major vectorisation of rho.
identity = np.eye(6)
liouvillian = -1j * (np.kron(H, identity) - np.kron(identity, H.T))
for L in jumps:
    loss = L.conj().T @ L
    liouvillian += (np.kron(L, L.conj()) - 0.5 * np.kron(loss, identity)
                    - 0.5 * np.kron(identity, loss.T))
rho = (expm(liouvillian * t_end) @ rho0.ravel()).reshape(6, 6)
purity = np.trace(rho @ rho).real
excited = np.trace(s_minus.T @ s_minus @ rho).real
photons = np.trace(a.T @ a @ rho).real


def evolution(time):
    return expm(-1j * H_eff * time)


# Sum over jump records by nested Gauss-Legendre quadrature.
x, w = np.polynomial.legendre.leggauss(20)
x, w = 0.5 * (x + 1), 0.5 * w


def zero_jump(time):
    V = evolution(time)
    return V @ rho0 @ V.conj().T


def add_jump(previous):
    def integrated(time):
        total = np.zeros((6, 6), complex)
        for point, weight in zip(x, w):
            old = previous(time * point)
            source = sum(L @ old @ L.conj().T for L in jumps)
            V = evolution(time * (1 - point))
            total += time * weight * V @ source @ V.conj().T
        return total
    return integrated


one_jump = add_jump(zero_jump)
two_jumps = add_jump(one_jump)
parts = [zero_jump(t_end), one_jump(t_end), two_jumps(t_end)]
series_error = np.linalg.norm(sum(parts) - rho)
assert series_error < 1e-10
jump_probabilities = np.array([np.trace(part).real for part in parts])
max_rate = np.linalg.eigvalsh(rate_operator)[-1]
bounds = np.array([1, max_rate * t_end, (max_rate * t_end)**2 / 2])
assert np.all(jump_probabilities <= bounds)


def survival0(time):
    return norm2(evolution(time) @ psi0)


# The survival slope must equal minus the total jump rate.
h, test_time = 1e-5, 0.1
slope = (survival0(test_time + h) - survival0(test_time - h)) / (2 * h)
test_state = evolution(test_time) @ psi0
jump_density = sum(norm2(L @ test_state) for L in jumps)
assert abs(slope + jump_density) < 1e-7

# One explicit waiting time, checked by a different root finder.
u_example = 0.8
wait = find_waits(psi0[None, :], np.array([u_example]), np.array([2.0]))[0]
wait_check = brentq(lambda s: survival0(s) - u_example, 0, 2, xtol=1e-13)
assert abs(wait - wait_check) < 1e-10
before_example = evolution(wait) @ psi0
channel_rates = np.array([norm2(L @ before_example) for L in jumps])
channel_rates /= norm2(before_example)
after_example = jumps[0] @ before_example
after_example /= np.sqrt(norm2(after_example))

# Exact trajectory variance of the excited population from jump records.
# Two-jump records end in |g,0> and contribute nothing to this moment.
def squared_population(vector):
    return norm2(vector[3:])**2 / norm2(vector)


second_moment = squared_population(evolution(t_end) @ psi0)
for point, weight in zip(x, w):
    earlier = evolution(t_end * point) @ psi0
    later = evolution(t_end * (1 - point))
    for L in jumps:
        second_moment += t_end * weight * squared_population(later @ L @ earlier)
trajectory_variance = second_moment - excited**2
readout_variance = excited * (1 - excited)
assert 0 < trajectory_variance < readout_variance

# Main ensemble: mean, variance, jump numbers and batch convergence.
rng = np.random.default_rng(20817)
total_runs = 2**17
states, counts, _ = sample(psi0, t_end, total_runs, rng)
sample_populations = norm2(states[:, 3:])
sample_excited = sample_populations.mean()
standard_error = np.sqrt(trajectory_variance / total_runs)
assert abs(sample_excited - excited) < 5 * standard_error
assert abs(sample_populations.var() / trajectory_variance - 1) < 0.05
jump_numbers = counts.sum(axis=1)
assert jump_numbers.max() <= 2
sample_probabilities = np.bincount(jump_numbers, minlength=3) / total_runs
binomial_errors = np.sqrt(
    jump_probabilities * (1 - jump_probabilities) / total_runs)
assert np.all(np.abs(sample_probabilities - jump_probabilities)
              < 5 * binomial_errors)

batch_sizes = np.array([8, 32, 128, 512])
measured_rms, predicted_rms = [], []
for size in batch_sizes:
    batches = states.reshape(-1, size, 6)
    means = batches.transpose(0, 2, 1) @ batches.conj() / size
    mean_square = np.mean(np.sum(np.abs(means - rho)**2, axis=(1, 2)))
    prediction = (1 - purity) / size
    # The allowance reflects the finite number of independent batches.
    assert abs(mean_square / prediction - 1) < 5 * np.sqrt(2 / len(batches))
    measured_rms.append(np.sqrt(mean_square))
    predicted_rms.append(np.sqrt(prediction))
convergence_slope = np.polyfit(np.log(batch_sizes), np.log(measured_rms), 1)[0]
assert abs(convergence_slope + 0.5) < 0.05
sample_rho = states.T @ states.conj() / total_runs
full_error = np.linalg.norm(sample_rho - rho)
full_prediction = np.sqrt((1 - purity) / total_runs)
assert full_error < 4 * full_prediction

# Silence up to t_end must predict the fraction that remains silent forever.
long_runs, long_time = 40000, 40.0
_, _, first_times = sample(psi0, long_time, long_runs, rng)
silent = first_times > t_end
never_fraction = np.mean(np.isinf(first_times[silent]))
silent_state = evolution(t_end) @ psi0
dark_weight = abs(silent_state[0])**2 / norm2(silent_state)
dark_error = np.sqrt(dark_weight * (1 - dark_weight) / silent.sum())
assert abs(never_fraction - dark_weight) < 5 * dark_error
assert abs(dark_weight - 0.5 / jump_probabilities[0]) < 1e-10


# Cavity emission from |e,0>: closed form, time integral and trajectories.
def cavity_formula(coupling, cavity_loss, atom_loss):
    return (4 * coupling**2 * cavity_loss
            / ((cavity_loss + atom_loss)
               * (4 * coupling**2 + cavity_loss * atom_loss)))


def cavity_integral(coupling, cavity_loss, atom_loss):
    generator = np.array([[-atom_loss / 2, -1j * coupling],
                          [-1j * coupling, -cavity_loss / 2]])
    return quad(lambda s: cavity_loss * abs(expm(generator * s)[1, 0])**2,
                0, 60, epsabs=1e-10, epsrel=1e-10, limit=200)[0]


for parameters in [(g, kappa, gamma), (0.7, 2.3, 0.6)]:
    assert abs(cavity_formula(*parameters)
               - cavity_integral(*parameters)) < 1e-7
cavity_probability = cavity_formula(g, kappa, gamma)
bad_cavity_estimate = 4 * g**2 / (4 * g**2 + kappa * gamma)
excited_vacuum = np.zeros(6)
excited_vacuum[3] = 1
_, emissions, _ = sample(excited_vacuum, long_time, long_runs, rng)
assert np.all(emissions.sum(axis=1) == 1)
sample_cavity = emissions[:, 0].mean()
cavity_error = np.sqrt(
    cavity_probability * (1 - cavity_probability) / long_runs)
assert abs(sample_cavity - cavity_probability) < 5 * cavity_error

print(f"coupling g = {g:.3f} 1/ps")
print(f"cavity loss kappa = {kappa:.3f} 1/ps")
print(f"free-space loss gamma = {gamma:.3f} 1/ps")
print(f"final time = {t_end:.3f} ps")
print(f"initial weights of |g,0>, |e,1> = {rho0[0,0].real:.3f}, "
      f"{rho0[4,4].real:.3f} (unitless)")
print(f"largest jump rate in stored basis = {max_rate:.3f} 1/ps")
print(f"example threshold u = {u_example:.3f} (unitless)")
print(f"example waiting time = {wait:.6f} ps")
print(f"cavity jump rate at that time = {channel_rates[0]:.6f} 1/ps")
print(f"free-space jump rate at that time = {channel_rates[1]:.6f} 1/ps")
print(f"cavity channel probability = "
      f"{channel_rates[0]/channel_rates.sum():.6f} (unitless)")
print(f"after cavity jump: |e,0> weight = {abs(after_example[3])**2:.6f}")
print(f"after cavity jump: |g,1> weight = {abs(after_example[1])**2:.6f}")
print(f"Lindblad excited population = {excited:.6f} (unitless)")
print(f"Lindblad photon number = {photons:.6f} (unitless)")
print(f"Lindblad purity = {purity:.6f} (unitless)")
print(f"jump-series Frobenius error = {series_error:.2e} (unitless)")
for number in range(3):
    print(f"P({number} jumps): integral {jump_probabilities[number]:.6f}, "
          f"sample {sample_probabilities[number]:.6f}")
print(f"main trajectory count = {total_runs} (unitless)")
print(f"sampled excited population = {sample_excited:.6f} (unitless)")
print(f"predicted standard error = {standard_error:.6f} (unitless)")
print(f"trajectory population variance = {trajectory_variance:.6f}")
print(f"sampled population variance = {sample_populations.var():.6f}")
print(f"projective-readout variance = {readout_variance:.6f}")
for size, measured, predicted in zip(batch_sizes, measured_rms, predicted_rms):
    print(f"M={size}, batches={total_runs//size}: rms error "
          f"{measured:.6f}, predicted {predicted:.6f}")
print(f"log-log convergence slope = {convergence_slope:.4f} (unitless)")
print(f"full-ensemble Frobenius error = {full_error:.6f} (unitless)")
print(f"full-ensemble predicted rms = {full_prediction:.6f} (unitless)")
print(f"long-run trajectory count = {long_runs} (unitless)")
print(f"long-run final time = {long_time:.1f} ps")
print(f"|g,0> weight after silence = {dark_weight:.6f} (unitless)")
print(f"silent runs that never jump = {never_fraction:.6f} (fraction)")
print(f"cavity emission from |e,0> = {cavity_probability:.6f} (probability)")
print(f"sampled cavity emission = {sample_cavity:.6f} (fraction)")
print(f"bad-cavity estimate = {bad_cavity_estimate:.6f} (probability)")
print("all good")
```

It prints:

```
coupling g = 1.000 1/ps
cavity loss kappa = 5.000 1/ps
free-space loss gamma = 0.200 1/ps
final time = 0.300 ps
initial weights of |g,0>, |e,1> = 0.500, 0.500 (unitless)
largest jump rate in stored basis = 10.200 1/ps
example threshold u = 0.800 (unitless)
example waiting time = 0.097753 ps
cavity jump rate at that time = 1.903361 1/ps
free-space jump rate at that time = 0.073866 1/ps
cavity channel probability = 0.962642 (unitless)
after cavity jump: |e,0> weight = 0.970199
after cavity jump: |g,1> weight = 0.029801
Lindblad excited population = 0.418495 (unitless)
Lindblad photon number = 0.143910 (unitless)
Lindblad purity = 0.525004 (unitless)
jump-series Frobenius error = 2.11e-16 (unitless)
P(0 jumps): integral 0.599774, sample 0.598701
P(1 jumps): integral 0.362857, sample 0.364037
P(2 jumps): integral 0.037369, sample 0.037262
main trajectory count = 131072 (unitless)
sampled excited population = 0.419423 (unitless)
predicted standard error = 0.001032 (unitless)
trajectory population variance = 0.139658
sampled population variance = 0.139804
projective-readout variance = 0.243357
M=8, batches=16384: rms error 0.242813, predicted 0.243669
M=32, batches=4096: rms error 0.119959, predicted 0.121834
M=128, batches=1024: rms error 0.058031, predicted 0.060917
M=512, batches=256: rms error 0.029396, predicted 0.030459
log-log convergence slope = -0.5093 (unitless)
full-ensemble Frobenius error = 0.001658 (unitless)
full-ensemble predicted rms = 0.001904 (unitless)
long-run trajectory count = 40000 (unitless)
long-run final time = 40.0 ps
|g,0> weight after silence = 0.833647 (unitless)
silent runs that never jump = 0.839023 (fraction)
cavity emission from |e,0> = 0.769231 (probability)
sampled cavity emission = 0.768850 (fraction)
bad-cavity estimate = 0.800000 (probability)
all good
```
